**Convergence of direct perturbation theory for the Dirac 1s energy**

For a point nucleus of charge $Z$, the program tests $E=c^2(\sqrt{1-x}-1)$ with $x=Z^2/c^2$, where $c$ is the speed of light in atomic units and $E$ excludes the rest energy. It computes the perturbation coefficients through order 11 by a matrix recursion in a high-precision radial basis and asserts that they agree, to a relative $10^{-4}$, with the Taylor coefficients of the closed energy, $-Z^{2k+2}\binom{2k}{k}/[(k+1)2^{2k+1}]$ for the term in $c^{-2k}$; the largest relative deviation is $2.3\times10^{-9}$. The last two ratios of successive numerical coefficients, 0.864 and 0.875, are extrapolated linearly in $1/(k+1)$, the form taken by the exact ratio $1-3/(2k+2)$; this gives a convergence radius of $x=1.00000$, or $Z=137.04$, and following the roots of the energy equation around $x=1$ shows that they are exchanged. A separate solution of the full Dirac problem by inverse iteration is asserted to match the closed energy within $10^{-5}$ hartree and to have a constant ratio of lower to upper component at three sampled radii. The basis results alone give required orders of 2, 5 and 10 for an error below 1 millihartree at $Z=20$, 50 and 80. The program asserts that the analytic remainder bounds select the same orders. It also asserts the slow decay of the remainder at $Z=c$ and the eventual growth of the terms at $Z=1.05c$.

## Check in Python

```python
"""
Result under test: for a point nucleus of charge Z the Dirac 1s energy is
    E = c^2 (sqrt(1 - x) - 1),   x = Z^2/c^2,
and its direct-perturbation series in 1/c^2 has the terms
    t_k = -Z^2 Catalan(k) x^k / 2^(2k+1),   k = 0, 1, 2, ...
The series converges up to Z = c.  The smallest order K whose partial sum is
within 1 millihartree of E is found for Z = 20, 50, 80.

Symbols: P = upper radial function, q = c * lower radial function, kappa = -1.
Lengths are scaled by 1/Z and energies by Z^2, so x is the only parameter:
    (H0 + x H1) psi = e (M0 + x M1) psi,   E = Z^2 e.
Basis for both P and q: normalized r exp(-a r).  Hartree atomic units.
"""
import math
import numpy as np
from mpmath import mp, mpf
from scipy.constants import fine_structure

mp.dps = 100
c = 1.0 / fine_structure
tolerance = 1.0e-3
charges = (20, 50, 80)
max_order = 11

# ---------- radial matrices from analytic integrals ----------
exponents = [mpf(1)] + [1 + mpf(2) ** j for j in range(-6, 27)]
n = len(exponents)
norms = [2 * a ** mpf(1.5) for a in exponents]
H0, H1 = mp.zeros(2 * n), mp.zeros(2 * n)
M0, M1 = mp.zeros(2 * n), mp.zeros(2 * n)
for i, a in enumerate(exponents):
    for j, b in enumerate(exponents):
        weight = norms[i] * norms[j]
        overlap = 2 * weight / (a + b) ** 3
        attraction = -weight / (a + b) ** 2
        H0[i, j] = attraction
        H0[n + i, j] = -b * overlap      # <f_i | (d/dr - 1/r) f_j>
        H0[i, n + j] = -a * overlap      # its transpose
        H0[n + i, n + j] = -2 * overlap
        H1[n + i, n + j] = attraction
        M0[i, j] = overlap
        M1[n + i, n + j] = overlap


def dot(left, right):
    return (left.T * right)[0]


def make_solver(A):
    factors, pivots = mp.LU_decomp(A)
    return lambda b: mp.U_solve(factors, mp.L_solve(factors, b, pivots))


# ---------- direct perturbation theory, order by order ----------
psi0 = mp.zeros(2 * n, 1)
psi0[0] = mpf(1)
psi0[n] = -mpf(1) / 2
e0 = -mpf(1) / 2
zero_residual = H0 * psi0 - e0 * (M0 * psi0)
assert max(abs(v) for v in zero_residual) < mpf(10) ** (-60)

m0psi, m1psi = [M0 * psi0], [M1 * psi0]
# the added projector removes the null vector and keeps corrections orthogonal
solve = make_solver(H0 - e0 * M0 + m0psi[0] * m0psi[0].T)
dpt = [e0]
psi = psi0
for k in range(1, max_order + 1):
    source = H1 * psi
    for j in range(k):
        source = source - dpt[j] * m1psi[k - 1 - j]
    dpt.append(dot(psi0, source))
    rhs = -source
    for j in range(1, k + 1):
        rhs = rhs + dpt[j] * m0psi[k - j]
    psi = solve(rhs)
    m0psi.append(M0 * psi)
    m1psi.append(M1 * psi)
dpt = [float(v) for v in dpt]


def coefficient(k):
    catalan = math.comb(2 * k, k) // (k + 1)
    return -catalan / 2 ** (2 * k + 1)


deviations = [abs(dpt[k] / coefficient(k) - 1) for k in range(max_order + 1)]
# finite basis: logarithms of r at the nucleus limit the high orders
assert max(deviations) < 1e-4

# ---------- radius from the numerical coefficients alone ----------
last_ratio = dpt[-1] / dpt[-2]
previous_ratio = dpt[-2] / dpt[-3]
limit_ratio = (max_order + 1) * last_ratio - max_order * previous_ratio
radius_x = 1 / limit_ratio
assert abs(radius_x - 1) < 5e-3


# ---------- branch point: follow a root of x e^2 + 2 e + 1 = 0 ----------
def follow_loop(center, radius, start_angle):
    angles = start_angle + np.linspace(0, 2 * np.pi, 401)
    first = np.roots([center + radius * np.exp(1j * angles[0]), 2, 1])
    start = first[np.argmin(abs(first))]
    other = first[np.argmax(abs(first))]
    root = start
    for angle in angles[1:]:
        pair = np.roots([center + radius * np.exp(1j * angle), 2, 1])
        root = pair[np.argmin(abs(pair - root))]
    return start, other, root


start_root, other_root, end_root = follow_loop(1.0, 0.5, np.pi)
assert abs(end_root - other_root) < 1e-8
assert abs(end_root - start_root) > 0.1
control_start, _, control_end = follow_loop(0.0, 0.5, 0.0)
assert abs(control_end - control_start) < 1e-8


# ---------- full Dirac problem by inverse iteration ----------
def dirac_ground_state(x):
    H, M = H0 + mpf(x) * H1, M0 + mpf(x) * M1
    solve_shifted = make_solver(H - e0 * M)
    vector = psi0
    for _ in range(12):
        vector = solve_shifted(M * vector)
        vector = vector / mp.sqrt(dot(vector, M * vector))
    return float(dot(vector, H * vector)), vector


def component_ratio(vector, r):
    shape = [norms[i] * mp.exp(-exponents[i] * r) for i in range(n)]
    upper = sum(vector[i] * shape[i] for i in range(n))
    lower = sum(vector[n + i] * shape[i] for i in range(n))
    return float(lower / upper)


def term(Z, k):
    return Z ** 2 * coefficient(k) * (Z / c) ** (2 * k)


def bracket(Z, K):
    x = (Z / c) ** 2
    omitted = abs(term(Z, K + 1))
    return (omitted / (1 - x * (2 * K + 3) / (2 * K + 6)),
            omitted / (1 - x))


results = []
for Z in charges:
    x = (Z / c) ** 2
    scaled_energy, vector = dirac_ground_state(x)
    numerical = Z ** 2 * scaled_energy
    closed = c ** 2 * (math.sqrt(1 - x) - 1)
    assert abs(numerical - closed) < 1e-5
    ratios = [component_ratio(vector, r) for r in (0.1, 1.0, 3.0)]
    assert max(abs(v - scaled_energy) for v in ratios) < 1e-4

    # required order from numerical data only
    partial, errors = 0.0, []
    for k in range(max_order + 1):
        partial += Z ** 2 * dpt[k] * x ** k
        errors.append(abs(numerical - partial))
    K = next(k for k, err in enumerate(errors) if err < tolerance)

    # the analytic bracket must hold and must select the same order
    partial = 0.0
    closed_errors = []
    for k in range(K + 1):
        partial += term(Z, k)
        closed_errors.append(abs(closed - partial))
        low, high = bracket(Z, k)
        assert low * (1 - 1e-6) < closed_errors[k] < high * (1 + 1e-6)
    assert bracket(Z, K)[1] < tolerance < bracket(Z, K - 1)[0]
    results.append((Z, x, numerical, closed, K, closed_errors, ratios))

# ---------- exactly at Z = c, and beyond ----------
terms_at_edge = 2000
weight, total = 0.5, 0.0
for m in range(1, terms_at_edge + 1):
    total += weight
    weight *= (2 * m - 1) / (2 * m + 2)
edge_remainder = 1 - total
edge_estimate = 1 / math.sqrt(math.pi * terms_at_edge)
assert abs(edge_remainder / edge_estimate - 1) < 1e-3
edge_terms_needed = c ** 4 / (math.pi * tolerance ** 2)

beyond = 1.05
sizes = [abs(term(beyond * c, k)) for k in range(201)]
smallest_order = int(np.argmin(sizes))
assert 0 < smallest_order < 200 and sizes[200] > 100 * sizes[smallest_order]

# ---------- output ----------
print(f"speed of light c = {c:.6f} a.u.; c^2 = {c**2:.4f} hartree")
print(f"accuracy threshold = {tolerance:.4f} hartree")
print("scaled coefficients E_k/Z^(2k+2): order, matrix DPT, Catalan formula")
for k in range(max_order + 1):
    print(f"  {k:2d}  {dpt[k]:.9f}  {coefficient(k):.9f}")
print(f"largest relative deviation of coefficients = {max(deviations):.1e}")
print(f"radius in x = Z^2/c^2 from matrix DPT ratios = {radius_x:.5f}")
print(f"radius in Z from the same ratios = {c*math.sqrt(radius_x):.2f}")
print(f"loop about x=1: root {start_root.real:.5f} -> {end_root.real:.5f}")
for Z, x, numerical, closed, K, errors, ratios in results:
    print(f"Z = {Z}: x = {x:.6f}, required order K = {K}")
    print(f"  nonrelativistic energy = {-Z**2/2:.4f} hartree")
    print(f"  Dirac energy, formula = {closed:.6f} hartree")
    print(f"  Dirac energy, basis = {numerical:.6f} hartree")
    print(f"  last retained term t_K = {term(Z, K):.6f} hartree")
    for k in (K - 1, K):
        low, high = bracket(Z, k)
        print(f"  order {k}: error {1000*errors[k]:.4f} mhartree, "
              f"bracket {1000*low:.4f} to {1000*high:.4f}")
print("Z = 80: q/(Z P) at Zr = 0.1, 1, 3: "
      + ", ".join(f"{v:.6f}" for v in results[-1][6]))
print(f"Z = c: remainder/c^2 after {terms_at_edge} terms = "
      f"{edge_remainder:.6f}; estimate = {edge_estimate:.6f}")
print(f"Z = c: terms needed for the threshold = {edge_terms_needed:.2e}")
print(f"Z = {beyond} c: smallest term at order {smallest_order}, "
      f"size {sizes[smallest_order]:.2f} hartree")
print(f"Z = {beyond} c: term at order 200 = {sizes[200]:.3e} hartree")
print("done: every assertion held")
```

Printed output:

```
speed of light c = 137.035999 a.u.; c^2 = 18778.8651 hartree
accuracy threshold = 0.0010 hartree
scaled coefficients E_k/Z^(2k+2): order, matrix DPT, Catalan formula
   0  -0.500000000  -0.500000000
   1  -0.125000000  -0.125000000
   2  -0.062500000  -0.062500000
   3  -0.039062500  -0.039062500
   4  -0.027343750  -0.027343750
   5  -0.020507812  -0.020507812
   6  -0.016113281  -0.016113281
   7  -0.013092041  -0.013092041
   8  -0.010910034  -0.010910034
   9  -0.009273529  -0.009273529
  10  -0.008008957  -0.008008957
  11  -0.007007837  -0.007007837
largest relative deviation of coefficients = 2.3e-09
radius in x = Z^2/c^2 from matrix DPT ratios = 1.00000
radius in Z from the same ratios = 137.04
loop about x=1: root -0.58579 -> -3.41421
Z = 20: x = 0.021301, required order K = 2
  nonrelativistic energy = -200.0000 hartree
  Dirac energy, formula = -201.076523 hartree
  Dirac energy, basis = -201.076523 hartree
  last retained term t_K = -0.011343 hartree
  order 1: error 11.4961 mhartree, bracket 11.4959 to 11.5897
  order 2: error 0.1533 mhartree, bracket 0.1533 to 0.1543
Z = 50: x = 0.133128, required order K = 5
  nonrelativistic energy = -1250.0000 hartree
  Dirac energy, formula = -1294.626149 hartree
  Dirac energy, basis = -1294.626149 hartree
  last retained term t_K = -0.002144 hartree
  order 4: error 2.3955 mhartree, bracket 2.3944 to 2.4732
  order 5: error 0.2516 mhartree, bracket 0.2515 to 0.2587
Z = 80: x = 0.340809, required order K = 10
  nonrelativistic energy = -3200.0000 hartree
  Dirac energy, formula = -3532.192093 hartree
  Dirac energy, basis = -3532.192093 hartree
  last retained term t_K = -0.001084 hartree
  order 9: error 1.5470 mhartree, bracket 1.5440 to 1.6438
  order 10: error 0.4634 mhartree, bracket 0.4626 to 0.4902
Z = 80: q/(Z P) at Zr = 0.1, 1, 3: -0.551905, -0.551905, -0.551905
Z = c: remainder/c^2 after 2000 terms = 0.012615; estimate = 0.012616
Z = c: terms needed for the threshold = 1.12e+14
Z = 1.05 c: smallest term at order 15, size 403.96 hartree
Z = 1.05 c: term at order 200 = 6.140e+08 hartree
done: every assertion held
```
